\section*{Ideal streaming of electrons under optical-phonon emission, and its limits}

\section*{The question}

An electron in a wide-gap semiconductor has isotropic effective mass $m=0.2\,m_0$, where $m_0$ is the free-electron mass. Optical phonons have the single energy $W=\hbar\omega=92$ meV. A steady, uniform electric field of magnitude $F=10$ kV/cm is applied.

In \emph{ideal streaming} the electron starts at zero momentum and is not scattered while its energy is below $W$. At the instant its energy reaches $W$ it emits one phonon and returns to zero momentum, and the cycle repeats. Momentum and velocity are counted positive along the force on the electron, which has magnitude $eF$ with $e>0$. The band is parabolic, $E=p^2/(2m)$, unless stated otherwise.

The parts below ask for the properties of this cycle, and then for the conditions under which a real electron comes near it.

\section*{Part (a): the repetition frequency}

\textbf{Question.} Find the momentum at which the phonon is emitted, and show that the cycle repeats at a frequency near 2.2 THz.

\textbf{Answer.} During the flight the force is constant, so
\begin{equation}
\frac{dp}{dt}=eF,\qquad p(0)=0\quad\Longrightarrow\quad p(t)=eFt .
\end{equation}
The flight ends at momentum $p_0$, where the kinetic energy equals $W$:
\begin{equation}
\frac{p_0^2}{2m}=W\quad\Longrightarrow\quad p_0=\sqrt{2mW}.
\end{equation}
With $W=0.092\times1.6022\times10^{-19}$ J $=1.474\times10^{-20}$ J,
\begin{equation}
p_0=\sqrt{2(0.2)(9.109\times10^{-31})(1.474\times10^{-20})}
=7.329\times10^{-26}\ \mathrm{kg\,m/s}.
\end{equation}
Emission takes no time in this model, so the period $T$ is the flight time. Setting $p(T)=p_0$ gives
\begin{equation}
T=\frac{p_0}{eF},\qquad f=\frac1T=\frac{eF}{\sqrt{2mW}} .
\end{equation}
The force is $eF=1.6022\times10^{-13}$ N, hence
\begin{equation}
T=\frac{7.329\times10^{-26}}{1.6022\times10^{-13}}\ \mathrm{s}=0.4574\ \mathrm{ps},
\qquad f=2.186\ \mathrm{THz}=2.186\times10^{12}\ \mathrm{s^{-1}} .
\end{equation}
This is the number of cycles per second; the angular frequency is $2\pi$ times larger.

\section*{Part (b): the mean velocity}

\textbf{Question.} Show that the mean velocity is near $2\times10^7$ cm/s. How do it and $f$ depend on the field? Does a current carried by many such electrons oscillate at $f$?

\textbf{Answer.} The velocity is $v=p/m=eFt/m$. It rises linearly to
\begin{equation}
v_0=\frac{p_0}{m}=\sqrt{\frac{2W}{m}}=4.023\times10^7\ \mathrm{cm/s},
\end{equation}
then drops to zero. Its average over one period is
\begin{equation}
\bar v=\frac1T\int_0^T\frac{eFt}{m}\,dt=\frac{eFT}{2m}=\frac{p_0}{2m}=\frac{v_0}{2}
=\sqrt{\frac{W}{2m}} .
\end{equation}
Therefore
\begin{equation}
\bar v=2.011\times10^7\ \mathrm{cm/s}=2.011\times10^5\ \mathrm{m/s}.
\end{equation}
The field has cancelled from $\bar v$: a stronger force runs through the same range of velocities in less time. The frequency is proportional to $F$. At 20 kV/cm, numerical integration of the flight gives the same mean velocity and a frequency of 4.372 THz.

For the current, let an electron be a fraction $\phi$ of the way through its cycle, so that $v=v_0\phi$. If the phases of many electrons are spread uniformly over $0<\phi<1$, their average velocity at any instant is
\begin{equation}
\int_0^1 v_0\phi\,d\phi=\frac{v_0}{2},
\end{equation}
which is constant in time. Each electron has a sawtooth velocity, but the total current is steady. An oscillating total current requires that the electrons be at least partly in phase.

\section*{Part (c): energy balance and a nonparabolic band}

\textbf{Question.} Obtain the mean velocity again from energy conservation, for any band in which $E(p)$ rises steadily from $E(0)=0$. Estimate the correction for a band obeying $E(1+aE)=p^2/(2m)$ with $a=(1-m/m_0)^2/E_g$ and gap $E_g=3.4$ eV.

\textbf{Answer.} Over a flight of length $L$ the field does work $eFL$, and all of it goes into one phonon. Thus
\begin{equation}
eFL=W,\qquad L=\frac{W}{eF}=92.0\ \mathrm{nm}.
\end{equation}
Since $dp/dt=eF$ holds for any band, the period is still $T=p_0/(eF)$, with $p_0$ now defined by $E(p_0)=W$. Dividing,
\begin{equation}
\bar v=\frac LT=\frac{W}{eF}\,\frac{eF}{p_0}=\frac{W}{p_0}.
\end{equation}
For the parabolic band $W/p_0=p_0/(2m)=v_0/2$, as before. The same relations give $eF\bar v=Wf$: the power taken from the field equals the phonon energy emitted per unit time.

For the nonparabolic band, putting $E=W$ gives $p_0=\sqrt{2mW(1+aW)}$. Here
\begin{equation}
aW=\frac{(1-0.2)^2}{3.4}\times0.092=0.0173,\qquad
\frac{1}{\sqrt{1+aW}}=0.991 .
\end{equation}
Both $\bar v=W/p_0$ and $f=eF/p_0$ fall by the same factor, a change of $-0.85\%$ relative to the parabolic values. In the ideal cycle the electron never reaches energies where this band departs far from a parabola. In a polar crystal this is not the largest correction to the dispersion: the phonon coupling of part (e) itself flattens $E(p)$ near $W$, and a one-phonon self-energy estimate, with the threshold measured from the polaron ground state, lowers $W/p_0$ by roughly 5\% if $m$ is taken as the polaron mass and 8\% if it is the bare band mass. The figure depends on the approximation used near threshold.

\section*{Part (d): elastic scattering}

\textbf{Question.} Impurities scatter the electron elastically and isotropically at a constant rate $1/\tau$. What mobility is needed for $\tau>T$? Examine mobilities of 10000 and 1000 cm$^2$/Vs.

\textbf{Answer.} An isotropic collision leaves zero momentum on average, so collisions remove mean momentum at the rate $\bar p/\tau$. If they are the sole scattering process, the energy keeps rising, since elastic collisions remove none, but the mean momentum settles at $eF=\bar p/\tau$, or $\bar v=(e\tau/m)F$. The mobility is therefore $\mu=e\tau/m$, and $\tau=m\mu/e$. The condition becomes
\begin{equation}
\frac{m\mu}{e}>\frac{p_0}{eF}\quad\Longrightarrow\quad
\mu>\frac{p_0}{mF}=\frac{v_0}{F}
=\frac{4.023\times10^7\ \mathrm{cm/s}}{10^4\ \mathrm{V/cm}}
=4023\ \mathrm{cm^2/Vs}.
\end{equation}
The chance that a flight of duration $T$ escapes collision is $e^{-T/\tau}$. For 10000 cm$^2$/Vs, $\tau=1.137$ ps and the chance is $e^{-0.40}=0.67$. For 1000 cm$^2$/Vs, $\tau=0.114$ ps and it is $e^{-4.0}=0.02$: almost no flight is completed undisturbed. A constant isotropic rate is a simplification: scattering by ionised impurities is mostly through small angles except for the slowest electrons, at the start of a flight, and its momentum-loss rate falls steeply with energy, so a measured low-field mobility does not fix a single $\tau$ for the whole flight.

To find the resulting velocities, the motion of 3000 electrons was simulated in three dimensions (a Monte Carlo calculation), with this elastic scattering and with the finite phonon rates derived in part (e). At 77 K the mean velocity is $1.84\times10^7$ cm/s for the higher mobility and about $7.5\times10^6$ cm/s for the lower. The finite time step and sample size make all simulated values here uncertain by up to about 1\%.

Momentum balance helps to read these values. If phonons remove forward momentum at the mean rate $P$, then
\begin{equation}
eF=\frac{m\bar v}{\tau}+P\quad\Longrightarrow\quad
\frac{P}{eF}=1-\frac{\bar v}{\mu F}.
\end{equation}
For 10000 cm$^2$/Vs, $\mu F=10^8$ cm/s and $P/(eF)=0.82$, so phonons take most of the momentum supplied by the field. For 1000 cm$^2$/Vs, $\mu F=10^7$ cm/s and $P/(eF)\approx0.25$. Elastic collisions then dominate, and the directions of motion are largely randomised, as in drift rather than streaming. The electrons are not thermal, however: their mean energy is about 38 meV, against 10 meV for the lattice at 77 K.

\section*{Part (e): emission is not instantaneous}

\textbf{Question.} In a polar crystal the squared matrix element for emitting a phonon of wavevector $q$ in a volume $V$ is
\begin{equation}
|M|^2=(N+1)\frac{e^2W\Delta}{2\varepsilon_0Vq^2},\qquad
\Delta=\frac1{\varepsilon_\infty}-\frac1{\varepsilon_s},
\end{equation}
where $N$ is the thermal phonon number. Take $\varepsilon_\infty=5.3$ and $\varepsilon_s=8.9$. Derive the emission rate and estimate how far the electron overshoots $W$ when $N\ll1$.

\textbf{Answer.} Let $k$ and $k'$ be the electron wavenumbers before and after emission, and $c$ the cosine of the angle between the wavevectors. Then $q^2=k^2+k'^2-2kk'c$. The golden rule gives
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}\int\frac{V\,d^3k'}{(2\pi)^3}\,|M|^2\,\delta(E'-E+W).
\end{equation}
From $E'=\hbar^2k'^2/(2m)$ follows $k'^2dk'=(mk'/\hbar^2)\,dE'$, and the delta function removes the energy integral. The angular integral is
\begin{equation}
2\pi\int_{-1}^{1}\frac{dc}{k^2+k'^2-2kk'c}
=\frac{2\pi}{2kk'}\ln\frac{(k+k')^2}{(k-k')^2}
=\frac{2\pi}{kk'}\ln\frac{k+k'}{k-k'} .
\end{equation}
Collecting factors, and using $\hbar k=mv$ and $W=\hbar\omega$,
\begin{align}
\Gamma&=\frac{2\pi}{\hbar}\,\frac{(N+1)e^2W\Delta}{2\varepsilon_0}\,
\frac{1}{8\pi^3}\,\frac{mk'}{\hbar^2}\,\frac{2\pi}{kk'}\ln\frac{k+k'}{k-k'}\nonumber\\
&=(N+1)\,\frac{e^2\Delta\,\omega}{4\pi\varepsilon_0\hbar v}\,\ln\frac{k+k'}{k-k'} .
\end{align}
Write $u=v/v_0=k/k_0$ with $k_0=p_0/\hbar$. Energy conservation reads $k^2-k'^2=k_0^2$, so
\begin{equation}
\ln\frac{k+k'}{k-k'}=\ln\frac{(k+k')^2}{k_0^2}
=2\ln\!\left(u+\sqrt{u^2-1}\right)=2\,\mathrm{arccosh}\,u .
\end{equation}
With the dimensionless coupling $\alpha=e^2\Delta/(4\pi\varepsilon_0\hbar v_0)$ the result is
\begin{equation}
\Gamma_{\rm em}=2\alpha\omega(N+1)\,\frac{\mathrm{arccosh}\,u}{u},\qquad u\ge1 .
\end{equation}
The given constants yield $\alpha=0.415$ and $2\alpha\omega=116.0$ ps$^{-1}$. The rate vanishes at threshold, $u=1$, because no final states are available there. The electron must therefore overshoot.

Suppose it flies straight along the force and has reached $u=1+s$. Since $u=t/T$, a step $ds$ takes a time $T\,ds$. For small $s$, $\cosh y\simeq1+y^2/2$ gives $\mathrm{arccosh}(1+s)\simeq\sqrt{2s}$. The probability of not having emitted is then, to leading order,
\begin{equation}
S(s)=\exp\!\left(-2\alpha\omega T\int_0^s\!\sqrt{2s'}\,ds'\right)
=e^{-(s/s_0)^{3/2}},\qquad
s_0=\left(\frac{2\sqrt2}{3}\,2\alpha\omega T\right)^{-2/3}.
\end{equation}
Here $2\alpha\omega T=116.0\times0.4574=53.1$, so $s_0=0.074$. The mean of $s$ is the integral of $S$. Substituting $z=(s/s_0)^{3/2}$,
\begin{equation}
\langle s\rangle=\int_0^\infty S\,ds=\frac{2s_0}{3}\int_0^\infty z^{-1/3}e^{-z}dz
=\frac23\,\Gamma\!\left(\tfrac23\right)s_0=0.903\,s_0=0.067 ,
\end{equation}
where $\Gamma(\tfrac23)=1.354$ is the gamma function. The excess energy is $W[(1+s)^2-1]\simeq2sW$, about 12 meV on average. Keeping the full rate and the full energy expression gives 13.4 meV, and the simulation, which includes sideways motion, gives 13.0 meV.

This overshoot is an estimate of size. At $s=0.067$ the emission rate is about 40 ps$^{-1}$, and $\hbar\Gamma_{\rm em}$ is about 26 meV, larger than the overshoot itself. The energy near threshold is thus not sharply defined, and the golden rule is used at the edge of its validity.

With polar phonons alone at 77 K, the simulated mean velocity is $2.14\times10^7$ cm/s, slightly \emph{above} the ideal value. The balances explain this. Absorption is negligible, since $N=9.5\times10^{-7}$. If emissions occur at rate $R$ and each removes a mean forward momentum $\langle\Delta p\rangle$, the steady state requires
\begin{equation}
eF=R\,\langle\Delta p\rangle,\qquad eF\bar v=RW
\quad\Longrightarrow\quad \bar v=\frac{W}{\langle\Delta p\rangle}.
\end{equation}
The simulated velocity implies $\langle\Delta p\rangle=(2.011/2.14)\,p_0=0.94\,p_0$. An electron that has overshot is not at rest after emission, so the forward momentum removed need not equal $p_0$; here it is 6\% less on average, for the same energy $W$. The emission rate rises in the same proportion as the velocity, to 2.32 ps$^{-1}$. When the coupling was made 300 times stronger and absorption was removed, the simulation returned $2.02\times10^7$ cm/s and 2.19 ps$^{-1}$, within 1\% of the ideal values. The 6\% excess belongs to the golden-rule model with a parabolic band. The polaron correction of part (c) has a similar size and the opposite sign, so whether a real crystal lies above or below the ideal value is not settled here.

The intervals between emissions now vary, with a standard deviation of 24\% of their mean. If successive intervals were independent, the spread after $n$ cycles would be $0.24\sqrt n$ periods, or about half a period after four cycles. This estimate is somewhat high for electrons started together at rest, because their first flight has a nearly fixed length; counting only the later intervals gives $0.24\sqrt{n-1}$, about 0.4 of a period after four cycles. Either way the common phase is lost within several cycles.

\section*{Part (f): phonon absorption at room temperature}

\textbf{Question.} How many phonons would an electron be expected to absorb during one ideal flight at 300 K? What does this imply?

\textbf{Answer.} For absorption the factor $N+1$ becomes $N$, and $k'^2=k^2+k_0^2$. The logarithm is now
\begin{equation}
\ln\frac{k'+k}{k'-k}=\ln\frac{(k'+k)^2}{k_0^2}=2\,\mathrm{arcsinh}\,u,
\qquad
\Gamma_{\rm abs}=2\alpha\omega N\,\frac{\mathrm{arcsinh}\,u}{u}.
\end{equation}
Unlike emission, this is possible at every energy. At 300 K,
\begin{equation}
N=\frac{1}{e^{W/k_BT_L}-1}=0.0293,
\end{equation}
with $T_L$ the lattice temperature. Along the ideal flight $u=t/T$ runs from 0 to 1, so the expected number is
\begin{equation}
\int_0^T\!\Gamma_{\rm abs}\,dt=2\alpha\omega T\,N\int_0^1\frac{\mathrm{arcsinh}\,u}{u}\,du
=53.1\times0.0293\times0.955=1.49 .
\end{equation}
The chance of completing the flight without absorption is $e^{-1.49}=0.23$. The phonon number is small, but the coupling is strong enough to make up for it. The simulation at 300 K, with polar phonons alone, gives $1.31\times10^7$ cm/s, well below the ideal value. The condition $N\ll1$ is thus not sufficient by itself; ideal streaming needs $2\alpha\omega TN\ll1$.

\section*{Part (g): gallium nitride and the choice of field}

\textbf{Question.} The parameters are roughly those of gallium nitride. Where is the ideal result useful, and can a stronger field improve it?

\textbf{Answer.} Good bulk gallium nitride at room temperature has a mobility of very roughly 1000 cm$^2$/Vs. That mobility already contains polar-phonon scattering, so it is not the elastic mobility of part (d), and the reductions found in parts (d) and (f) must not simply be multiplied. In the model the polar mobility at 300 K is about 2800 cm$^2$/Vs at vanishing field and has already fallen to 2200--2300 cm$^2$/Vs at 2 kV/cm. Adding an elastic mobility near 1800 cm$^2$/Vs brings the zero-field mobility to about 1000 cm$^2$/Vs (summing inverse mobilities would give about 1100) and gives about $7.7\times10^6$ cm/s at 10 kV/cm, whereas the product of the two reductions, each taken relative to the 77 K polar-phonon value, would give $4.6\times10^6$ cm/s. Part (f), with no elastic scattering at all, already shows that $2\times10^7$ cm/s is too high an estimate at room temperature and 10 kV/cm. The static constants usually quoted for the wurtzite crystal, about 9.5 to 10.4 depending on direction, raise $\alpha$ to 0.45--0.50 and lower the 300 K velocity by a further 4 to 8\% or so. At 10 kV/cm the model approaches the ideal cycle only in clean material below roughly 150 K: $2\alpha\omega TN$ is 0.04 at 150 K and 0.26 at 200 K, where the velocity is still within 3\% of ideal but the intervals between emissions spread by about 40\%. A low electron density is expected to be needed as well, for the reasons given at the end. At 300 K with polar phonons alone the simulated mean velocity passes the ideal value near 40 kV/cm, but the intervals between emissions then spread by about 60\%, so agreement of the mean velocity does not by itself show streaming. In the model at 77 K with an elastic mobility of 10000 cm$^2$/Vs, the velocity is about 9\% below ideal. This closeness is partly a cancellation: elastic scattering lowers the velocity by 14\%, but from the polar-phonon value of part (e), which lies above ideal.

A stronger field shortens $T\propto1/F$. This lowers the required mobility $v_0/F$ and the expected number of absorptions per flight. It also increases the overshoot, since
\begin{equation}
s_0\propto T^{-2/3}\propto F^{2/3}.
\end{equation}
Extrapolated from $s_0=0.074$ at 10 kV/cm, $s_0$ would reach 1 near 500 kV/cm, but the cycle breaks down well before that. On a straight flight the field supplies the power $eFv=2Wu/T$ and emission removes $W\Gamma_{\rm em}$. The ratio of loss to gain is $2\alpha\omega T\,\mathrm{arccosh}(u)/(2u^2)$, and $\mathrm{arccosh}(u)/u^2$ has a maximum of 0.448 near $u=1.3$. At 10 kV/cm the largest ratio is $53.1\times0.448/2=11.9$, and it falls as $1/F$, so above about 120 kV/cm an electron moving straight along the force gains energy on average at any speed. This sets the scale of runaway, not a sharp threshold. Emission also deflects the electron and so reduces the power it gains, and at 120 kV/cm an electron started at rest needs tens of ideal periods to escape (at 77 K, a median of about 30 to reach $10W$ and about 60 to reach $25W$); since emission is random, some electrons also escape at lower fields. In real gallium nitride, nonparabolicity and transfer to higher valleys, both absent from this simulation, take over for such hot electrons. Within this model, streaming needs a field high enough for $T$ to be shorter than the scattering and absorption times, yet low enough that the momentum left after emission, $p_0\sqrt{u^2-1}\simeq p_0\sqrt{2s}$, is small. This is stricter than $s_0\ll1$: at 10 kV/cm, where $s_0=0.074$, the electron keeps about $0.35\,p_0$ and the intervals spread by 24\%. The field must therefore lie far below 120 kV/cm, where $s_0$ is already about 0.4.

Three further effects can be estimated. A mass 10\% larger lowers the ideal velocity by 4.7\%, which indicates the sensitivity to mass anisotropy. At a density of $10^{16}$ cm$^{-3}$, the electrons can be divided among the states, two per volume $h^3$ of phase space, in a momentum cylinder of length $p_0$ whose squared radius is the simulated mean squared sideways momentum at 77 K. This gives a mean occupation of order 0.01, so state filling is weak. The field is 0.0033 of a rough breakdown field of 3 MV/cm. The simulation omits acoustic and piezoelectric scattering (except as part of the constant elastic rate), electron--electron scattering, screening, and the build-up of emitted phonons. The last would raise $N$ above its thermal value and, by part (f), increase absorption. The size of these omitted effects has not been computed here, and they need not be small: at $10^{16}$ cm$^{-3}$ the plasma frequency $\omega_p=\sqrt{ne^2/(\varepsilon_s\varepsilon_0m)}$, with $n$ the electron density, gives $\omega_pT\approx1.9$, so the plasma period $2\pi/\omega_p$ is only about three cycle periods. At the same density, an assumed optical-phonon lifetime of 1 to 3 ps would give the emitted modes an occupation, averaged over the emitted phonons, of roughly 0.02 to 0.07 (three to four times more at the peak), comparable with the thermal number at 300 K. These modes fill only a small forward region of wavevectors, however, whereas part (f) has all modes occupied. A first estimate gives 0.06 to 0.18 absorptions per period from them, against about 1.5 at 300 K, and the reabsorbed phonons return forward momentum to the electrons. The same modes also add about 0.02 to 0.07 stimulated emissions per period.

\section*{Values computed for the example and the checks}
\begin{verbatim}
mass: 0.20 m0
phonon energy: 92 meV
field: 10 kV/cm
threshold momentum p0: 7.329e-26 kg m/s
threshold speed v0: 4.023e+07 cm/s
ideal mean velocity: 2.011e+07 cm/s = 2.011e+05 m/s
ideal period: 0.4574 ps
ideal frequency: 2.186 THz = 2.186e+12 1/s
flight distance: 92.0 nm
integrated period: 0.4574 ps
integrated mean velocity: 2.011e+07 cm/s
mean velocity at doubled field: 2.011e+07 cm/s
frequency at doubled field: 4.372 THz
rough dielectric constants: 5.3, 8.9
rough gap: 3.4 eV
polar coupling alpha: 0.415
rate scale 2 alpha omega: 116.0 1/ps
mean overshoot energy, straight flight: 13.4 meV
mean overshoot energy, Monte Carlo: 13.0 meV
phonon number at 77 K: 9.52e-07
phonon number at 300 K: 0.0293
absorptions expected per ideal period, 300 K: 1.49
mobility for tau = T: 4023 cm2/Vs
tau at mobility 10000 cm2/Vs: 1.137 ps
tau at mobility 1000 cm2/Vs: 0.114 ps
fast-emission limit: velocity 2.02e+07 cm/s, net emission 2.19 1/ps
77 K, polar phonons only: velocity 2.14e+07 cm/s, net emission 2.32 1/ps
77 K, elastic mobility 10000 cm2/Vs: velocity 1.84e+07 cm/s, net emission 2.00 1/ps
77 K, elastic mobility 1000 cm2/Vs: velocity 7.55e+06 cm/s, net emission 0.82 1/ps
300 K, polar phonons only: velocity 1.31e+07 cm/s, net emission 1.42 1/ps
emission interval spread/mean, 77 K: 24 %
nonparabolic velocity change: -0.85 %
nonparabolic frequency change: -0.85 %
velocity change for 10 % larger mass: -4.7 %
chosen density: 1e+16 cm^-3
estimated state occupation, 77 K: 0.014
rough breakdown field: 3 MV/cm
field/breakdown field: 0.0033
\end{verbatim}
